# The chemical-potential window of a binary semiconductor in equilibrium

A crystal of a binary compound $A_aB_b$ is in contact with a vapour that can supply and take up atoms of both elements. The energy of each possible surface structure depends on the chemical potentials $\mu_A$ and $\mu_B$, the Gibbs energies per atom at which the surroundings exchange A and B. This problem finds which values of them equilibrium permits and what follows for surfaces and vapour pressures.

The compound is treated as a line compound: its range of composition is negligible. The Gibbs energies of the bulk phases are $g_A$ and $g_B$ per atom and $g_{AB}$ per formula unit $A_aB_b$. The elemental phases are the stable condensed ones at the temperature considered. The small $pV$ terms of the solids are neglected, so these quantities depend on temperature $T$ alone. Define

$$\Delta\mu_A=\mu_A-g_A,\qquad \Delta\mu_B=\mu_B-g_B,$$

$$\Delta G_f=g_{AB}-a\,g_A-b\,g_B .$$

The last quantity is the Gibbs energy of formation per formula unit.

The numbers refer to a model zincblende compound AB ($a=b=1$) with chosen round parameters. Its static energies, which omit vibrations, are $g_A=-2.70$ eV, $g_B=-2.90$ eV and $g_{AB}=-6.40$ eV.

## (a) How many chemical potentials are free?

**Question.** The temperature is given and the bulk compound is present. How many of the two chemical potentials can still be chosen?

**Solution.** Let $dn$ formula units pass from the surroundings into the bulk crystal. The crystal gains $g_{AB}\,dn$. The surroundings lose $a\,dn$ atoms of A and $b\,dn$ atoms of B. The total Gibbs energy changes by

$$dG=(g_{AB}-a\mu_A-b\mu_B)\,dn .$$

Since the crystal can grow or shrink, $dn$ may have either sign. If the bracket were not zero, one of the two signs would lower $G$, and the state would not be an equilibrium. Hence

$$a\mu_A+b\mu_B=g_{AB}. \tag{1}$$

Subtracting $a g_A+b g_B$ from both sides gives

$$a\,\Delta\mu_A+b\,\Delta\mu_B=\Delta G_f. \tag{2}$$

This is one equation for two unknowns, so one potential is free. We take it to be $\mu_A$.

The phase rule gives the same count. Two components in two phases, crystal and vapour, have $2-2+2=2$ degrees of freedom, and fixing $T$ leaves one. If the vapour contains A and B alone, fixing its total pressure as well would use up this last freedom. Because the total pressure of such a vapour can pass through a minimum as $\mu_A$ varies, a given pressure may be met by two values of $\mu_A$, or by none. An inert carrier gas adds a component, and one potential then stays free even at fixed total pressure, over the range in which the partial pressures of the A and B species add up to less than the total.

## (b) How far can the free potential move?

**Question.** Suppose that the elemental phases are the only competitors of the compound. Find the limits of $\mu_A$ and the width of its interval. When may the formation enthalpy be used for this width?

**Solution.** Forming a new piece of elemental A from $dn>0$ atoms of the surroundings changes $G$ by $(g_A-\mu_A)\,dn$. The phase is absent at the start, so $dn$ cannot be negative, and equilibrium requires an inequality rather than an equation: $g_A-\mu_A\ge0$. The same argument holds for B. Therefore

$$\Delta\mu_A\le0,\qquad \Delta\mu_B\le0. \tag{3}$$

Solving (2) for $\Delta\mu_B$ gives $\Delta\mu_B=(\Delta G_f-a\,\Delta\mu_A)/b$. The second bound in (3) then reads $\Delta G_f-a\,\Delta\mu_A\le0$, or $\Delta\mu_A\ge\Delta G_f/a$. Together,

$$\frac{\Delta G_f}{a}\le\Delta\mu_A\le0. \tag{4}$$

For $\Delta G_f<0$ the width is $|\Delta G_f|/a$. Exchanging the roles of the elements gives $|\Delta G_f|/b$ for $\mu_B$. At the upper end of (4) the compound coexists with elemental A (A-rich end). At the lower end $\Delta\mu_B=0$, and it coexists with elemental B (B-rich end).

For a 1:1 compound the width is

$$W=|\Delta G_f|=|\Delta H_f-T\Delta S_f| .$$

It equals the magnitude of the formation enthalpy $\Delta H_f$ at $T=0$, or at higher $T$ if the formation entropy $\Delta S_f$ can be neglected.

For the model compound at the static level,

$$\Delta G_f=-6.40+2.70+2.90=-0.80\ \text{eV},$$

so $W=0.80$ eV, or 77.2 kJ/mol. At the A-rich end $\mu_A=-2.70$ eV and $\mu_B=-6.40+2.70=-3.70$ eV. At the B-rich end $\mu_B=-2.90$ eV and $\mu_A=-6.40+2.90=-3.50$ eV.

The division by $a$ or $b$ matters for other compositions. A compound A$_2$B$_3$ with a formation energy of $-1.80$ eV per formula unit has widths $1.80/2=0.90$ eV for $\mu_A$ and $1.80/3=0.60$ eV for $\mu_B$.

Since $W=g_A+g_B-g_{AB}$ for AB, an error in a calculated elemental energy enters the width in full. The reference crystals therefore need the same care as the compound.

## (c) The same window from a closed system

**Question.** A closed system contains $N_A$ and $N_B$ atoms, distributed over the solids A, B and $A_aB_b$. Find its minimum Gibbs energy and recover the window from it. What happens if $\Delta G_f>0$?

**Solution.** With $n$ formula units of compound, $N_A-an$ atoms of A and $N_B-bn$ atoms of B remain as elements. Thus

$$G=n\,g_{AB}+(N_A-an)g_A+(N_B-bn)g_B$$

$$\phantom{G}=N_Ag_A+N_Bg_B+n\,\Delta G_f .$$

For $\Delta G_f<0$, $G$ falls as $n$ grows, so $n$ takes its largest value, the smaller of $N_A/a$ and $N_B/b$.

If A is in excess, $n=N_B/b$ does not depend on $N_A$, and

$$\mu_A=\frac{\partial G}{\partial N_A}=g_A .$$

If B is in excess, $n=N_A/a$, and

$$\mu_A=\frac{\partial G}{\partial N_A}=g_A+\frac{\Delta G_f}{a}.$$

The slope of $G$ jumps at the composition of the compound, and the jump is $|\Delta G_f|/a$. These two slopes are the ends of (4). At the composition itself $G$ has a kink, and each slope between the two is compatible with the minimum. In a line compound, the whole window therefore belongs to a single composition, and the composition of the bulk does not reveal where in the window the system lies. A real crystal has a small but finite range of composition carried by point defects. In the dilute limit the density of neutral A vacancies, for example, varies as $\exp(-\Delta\mu_A/k_BT)$ across the window. The change of composition is usually tiny, but in a semiconductor it can control the electrical properties.

For $\Delta G_f>0$ the minimum is at $n=0$: no compound forms at equilibrium. In (4) the lower limit then exceeds the upper one, and the window is empty.

## (d) A further compound

**Question.** A second compound $A_pB_q$ has formation Gibbs energy $\Delta G_{pq}$ per formula unit. How does it change the window of $A_aB_b$? Apply the result to A$_2$B beside AB, with $\Delta G_{21}=-0.90$ eV.

**Solution.** The second compound must not form from the surroundings. As in (b), this requires $p\mu_A+q\mu_B\le g_{pq}$, where $g_{pq}$ is its Gibbs energy per formula unit. Subtracting the elemental energies gives

$$p\,\Delta\mu_A+q\,\Delta\mu_B\le\Delta G_{pq}.$$

Insert $\Delta\mu_B$ from (2) and collect the terms in $\Delta\mu_A$:

$$\left(p-\frac{qa}{b}\right)\Delta\mu_A\le\Delta G_{pq}-\frac{q}{b}\Delta G_f. \tag{5}$$

If the competitor is richer in A than the first compound, the bracket is positive and (5) is an upper limit. If it is poorer in A, division by the negative bracket reverses the inequality and gives a lower limit.

For A$_2$B beside AB the bracket is $2-1=1$, so

$$\Delta\mu_A\le\Delta G_{21}-\Delta G_f=-0.90+0.80=-0.10\ \text{eV}.$$

The window now runs from $-0.80$ to $-0.10$ eV, and its width is 0.70 eV. Thus $|\Delta G_f|$ is the greatest width a 1:1 compound can have, and it is reached when no other compound cuts the interval.

Two limits show the range of this effect. If $\Delta G_{21}>\Delta G_f$, the new limit lies above zero and has no influence. If $\Delta G_{21}<2\Delta G_f$, it lies below the B-rich end and the window vanishes. This second condition says that the reaction $2\,\mathrm{AB}\to\mathrm{A_2B}+\mathrm{B}$ lowers the Gibbs energy, so AB is itself unstable.

## (e) Enthalpy or Gibbs energy?

**Question.** Give each atom of the model solids three Einstein oscillators. The quantum $\hbar\omega$ is 15 meV in solid A and 20 meV in solid B. In AB, three modes per formula unit have 20 meV and three have 30 meV. How does the width of the AB window change with temperature, and how far is it from $|\Delta H_f|$?

**Solution.** With $w=\hbar\omega$ and $x=w/k_BT$, the free energy of one oscillator is

$$f=\frac w2+k_BT\ln\left(1-e^{-x}\right).$$

Its enthalpy, with $pV$ neglected, is

$$h=f-T\frac{\partial f}{\partial T}=\frac w2+\frac{w}{e^{x}-1}.$$

Adding these to the static energies gives $\Delta G_f$ and $\Delta H_f$, and $T\Delta S_f=\Delta H_f-\Delta G_f$. With $W=-\Delta G_f$,

$$W(T)=-\Delta H_f+T\Delta S_f. \tag{6}$$

At $T=0$ the zero-point energies remain:

$$\Delta H_f=-0.80+\tfrac32(0.020+0.030-0.015-0.020)$$

$$\phantom{\Delta H_f}=-0.7775\ \text{eV}.$$

There the width is $|\Delta H_f|$. At higher temperatures the formulas give, in eV:

| $T$ (K) | $W$ | $\Delta H_f$ | $T\Delta S_f$ |
|---|---|---|---|
| 300 | 0.743 | −0.794 | −0.051 |
| 600 | 0.691 | −0.797 | −0.106 |
| 900 | 0.638 | −0.798 | −0.160 |

The enthalpy hardly moves, while the window shrinks. At 900 K it is narrower than $|\Delta H_f|$ by 0.16 eV, which is 20 % of $|\Delta H_f|$.

The limit $x\ll1$ explains both trends. There $1-e^{-x}\approx x(1-x/2)$, so $\ln(1-e^{-x})\approx\ln x-x/2$. The term $-k_BTx/2=-w/2$ cancels the zero-point energy, and $f\approx k_BT\ln x$. In the formation energy the factors $k_BT$ inside the logarithms cancel, because AB has as many modes as the two elements together:

$$\Delta G_f\approx-0.80\ \text{eV}+3k_BT\ln\frac{20\times30}{15\times20}$$

$$\phantom{\Delta G_f}=-0.80\ \text{eV}+3k_BT\ln2 .$$

At 900 K, $k_BT=0.07756$ eV and the last term is 0.161 eV. This gives $W\approx0.639$ eV, close to the full value of 0.638 eV. In the same limit each mode has $h\approx k_BT$. These contributions cancel in $\Delta H_f$, which returns to its static value of $-0.80$ eV.

The sign of the effect depends on the solids. Here the compound has the stiffer modes, hence less entropy than the separate elements, and its window narrows. If the product of the compound's quanta were smaller than that of the elements, the logarithm would be negative and the window would widen in the limit $x\ll1$. At low temperature the softest single mode decides the sign instead. Melting of an elemental phase would also change $g_A$ or $g_B$; the model leaves it out.

## (f) Surface energies within the window

**Question.** A symmetric slab of AB has two equal faces, each with $M$ surface cells of size 1×1. Express its surface energy through $\Delta\mu_A$ alone. Then find which of three (001) terminations is stable in each part of the static window.

**Solution.** The surface energy per 1×1 cell is the cost of making the slab from atoms of the surroundings, shared by the $2M$ cells:

$$\gamma=\frac{E-N_A\mu_A-N_B\mu_B}{2M}. \tag{7}$$

Here $E$ is the static energy of the slab; surface vibrations are neglected. Let $\nu=(N_A-N_B)/(2M)$ be the excess of A atoms per cell. Then $N_A=N_B+2M\nu$, and (1) turns the numerator into

$$E-N_B(\mu_A+\mu_B)-2M\nu\mu_A=E-N_Bg_{AB}-2M\nu\,(g_A+\Delta\mu_A).$$

Division by $2M$ gives a straight line:

$$\gamma=\gamma_0-\nu\,\Delta\mu_A, \tag{8}$$

$$\gamma_0=\frac{E-N_Bg_{AB}-2M\nu g_A}{2M}.$$

A surface with excess A becomes cheaper as the surroundings become richer in A. Between the ends of the window $\gamma$ changes by $|\nu|W$, so the width sets how strongly the surroundings can influence the surface.

The slabs have nine alternating layers, and atoms and energies are counted per 2×1 cell, so $M=2$. In zincblende the bonds at the two faces of such a slab are turned by 90° relative to each other, so a real slab with straight rows of dimers on both faces needs a 2×2 cell. In this model that cell would double all the counts and slab energies below and leave $\gamma$ unchanged. A full layer holds two atoms, and four A–B bonds of $-1.60$ eV join two adjacent full layers. The terminations are:

- **A full:** the two outer A atoms on each face form a dimer of energy $-1.00$ eV.
- **A half:** one of these two A atoms is missing, and the remaining one gains a relaxation energy of $-1.30$ eV.
- **B full:** the outer B atoms form a dimer of energy $-1.30$ eV.

The full slabs have $8\times4=32$ bonds. In the A-half slab each of the two missing atoms removes two bonds, which leaves 28. The slab energies are

$$E_{\text{A full}}=32(-1.60)+2(-1.00)=-53.20\ \text{eV},$$

$$E_{\text{A half}}=28(-1.60)+2(-1.30)=-47.40\ \text{eV},$$

$$E_{\text{B full}}=32(-1.60)+2(-1.30)=-53.80\ \text{eV}.$$

The atom numbers $(N_A,N_B)$ are $(10,8)$, $(8,8)$ and $(8,10)$, so $\nu=0.5$, $0$ and $-0.5$. Then

$$\gamma_0^{\text{A full}}=\frac{-53.20+51.20+5.40}{4}=0.85\ \text{eV},$$

$$\gamma_0^{\text{A half}}=\frac{-47.40+51.20}{4}=0.95\ \text{eV},$$

$$\gamma_0^{\text{B full}}=\frac{-53.80+64.00-5.40}{4}=1.20\ \text{eV}.$$

These are the values at the A-rich end. At the B-rich end, $\Delta\mu_A=-0.80$ eV, (8) gives 1.25, 0.95 and 0.80 eV.

Two terminations exchange stability where their lines cross. From $1.20+0.5\,\Delta\mu_A=0.95$ follows $\Delta\mu_A=-0.50$ eV, and from $0.85-0.5\,\Delta\mu_A=0.95$ follows $\Delta\mu_A=-0.20$ eV. Among these three candidates, B full is stable from $-0.80$ to $-0.50$ eV, A half from $-0.50$ to $-0.20$ eV, and A full from $-0.20$ eV to 0. The competitor A$_2$B of part (d) would end the last interval at $-0.10$ eV. A structure not included in the comparison could displace any of the three.

Condition (1) is also what makes $\gamma$ a property of the surface. Two more layers add two formula units, and the numerator of (7) changes by $2(g_{AB}-\mu_A-\mu_B)$, which vanishes by (1). Suppose instead that the potentials were chosen independently, with $\mu_A+\mu_B=g_{AB}-0.05$ eV. Each added pair of layers would then raise $\gamma$ by $2\times0.05/4=0.025$ eV. For A half with $\mu_A=g_A$, slabs of 9, 11 and 13 layers give 1.050, 1.075 and 1.100 eV. The result grows without limit because it contains the cost of bulk material that is out of equilibrium with its surroundings.

## (g) The window as a range of vapour pressure

**Question.** Element B is present in the vapour as an ideal gas of B$_2$ molecules. By what factor does its partial pressure $p$ change across the window of AB at 900 K? What would be found if $|\Delta H_f|$ were used for the width?

**Solution.** Equilibrium of the reaction $\mathrm{B_2}\rightleftharpoons2\mathrm B$ requires that the chemical potential of the molecule be $2\mu_B$. For an ideal gas,

$$2\mu_B=\mu_0(T)+k_BT\ln\frac{p}{p_0},$$

where $\mu_0$ is the molecular chemical potential at the reference pressure $p_0$. Subtract this equation at the A-rich end from the same equation at the B-rich end. The unknown $\mu_0$ drops out. Since $\mu_B$ differs by $W$ between the ends,

$$\frac{p_{\text{B-rich}}}{p_{\text{A-rich}}}=\exp\left(\frac{2W}{k_BT}\right). \tag{9}$$

With the thermal width from part (e), the exponent is $2\times0.6376/0.07756=16.44$ and the ratio is $1.4\times10^7$. Above the upper pressure solid B condenses at equilibrium. Below the lower one AB is unstable and gives off B$_2$. The A atoms left over form solid A if the vapour is saturated with A; otherwise they too pass into the vapour.

Using $|\Delta H_f|$ for $W$ adds $2\times0.1602/0.07756=4.13$ to the exponent and makes the ratio too large by a factor of about 62. An error of 20 % relative to $|\Delta H_f|$ in energy has become more than an order of magnitude in pressure. By (6) this factor is $\exp(-2\Delta S_f/k_B)$. In the limit $x\ll1$ of part (e), $\Delta S_f=-3k_B\ln2$, and the factor tends to $2^6=64$.

These pressures are limits of equilibrium. During growth from the vapour, material is deposited at a net rate, so (1) cannot hold strictly between the vapour and the bulk. The window can still describe the surface if the surface exchanges atoms with the crystal fast enough to stay close to equilibrium with it. If the nucleation of an elemental phase is slow, the limits (3) can be exceeded for a time, and the crystal is then metastable.
